# Barrier and Escape Prefactor Near a Saddle-Node Switching Threshold

A threshold switch is placed in series with a resistive memory cell so that the cell conducts only when it is selected. Its oxide heats as current flows, the hotter oxide conducts better, and above a threshold voltage $V_c$ the heating runs away. Just below $V_c$ a steady cool state still exists, yet the device may switch after a delay, because a thermal fluctuation can carry it past the point of no return. How does this delay depend on the voltage that remains, $v=V_c-V$?

## The switching model

Let one slow variable $x$ describe the state. For the switch it is a temperature; in another device it could be the position of an ion. Its overdamped equation of motion is

$$\dot x=f(x,V)+\sqrt{2D}\,\xi(t),\qquad \langle\xi(t)\xi(t')\rangle=\delta(t-t').$$

The noise is white and its strength $D$ is constant. Define a drift potential $\Phi$ by $f=-\partial\Phi/\partial x$. For a particle in an energy $U$ with friction coefficient $\gamma$, $\Phi=U/\gamma$ and $D=kT/\gamma$, so $\Delta\Phi/D=\Delta U/kT$. For the heated switch, $\Phi$ is not an energy, but it plays the same part.

At $V=V_c$ a stable and an unstable fixed point merge at $x_c$. There $f=0$ and $\partial f/\partial x=0$. Assume that $f$ is analytic near this point and that

$$\alpha=\frac{\partial f}{\partial V}>0,\qquad \beta=\frac12\frac{\partial^2 f}{\partial x^2}>0.$$

With $y=x-x_c$ and $V-V_c=-v$, the Taylor series is

$$f=-\alpha v+\beta y^2+O(vy)+O(y^3)+O(v^2).$$

The first two terms balance when $y\sim v^{1/2}$. They are then of order $v$, while the omitted terms are of order $v^{3/2}$ or smaller. To leading order

$$f=-\alpha v+\beta y^2=\beta(y^2-s^2),\qquad s=\sqrt{\alpha v/\beta}.$$

The slope is $f'=2\beta y$. It is negative at $y=-s$, which is stable, and positive at $y=+s$, the point of no return. Escape goes towards larger $y$.

## First derivation: a steady leak over the barrier

**The barrier.** Integrating $-f$ from the stable to the unstable point gives

$$\Delta\Phi=\int_{-s}^{s}\beta(s^2-y^2)\,dy
=\beta\left(2s^3-\frac{2s^3}{3}\right)=\frac43\beta s^3 .$$

Since $s^3=(\alpha v/\beta)^{3/2}$,

$$\boxed{\Delta\Phi=\frac{4}{3}\frac{\alpha^{3/2}}{\beta^{1/2}}\,v^{3/2}}$$

The height of the opposing drift is proportional to $v$ and the distance to be crossed to $v^{1/2}$. Their product carries the power three halves.

**The leak.** In a short time $dt$ the displacement has mean $f\,dt$ and variance $2D\,dt$. The probability density $p$ therefore obeys $\partial p/\partial t=-\partial J/\partial x$, with current

$$J=fp-D\frac{\partial p}{\partial x}
=-D\,e^{-\Phi/D}\frac{\partial}{\partial x}\left(e^{\Phi/D}p\right).$$

The second form follows because differentiating the bracket gives $e^{\Phi/D}(p'+\Phi'p/D)$, and $-\Phi'=f$.

Let $b=\Delta\Phi/D\gg1$. Escape is then rare, the well stays near local equilibrium, and a nearly constant current $J$ crosses the barrier. Integrate from the stable point $x_a$ to a point $x_e$ well beyond the saddle $x_b$, where escaped systems are removed and $p=0$:

$$J\int_{x_a}^{x_e}e^{\Phi(x)/D}dx=D\,e^{\Phi(x_a)/D}p(x_a).$$

The integral is dominated by the top of the barrier. There $\Phi\simeq\Phi(x_b)-\tfrac12|\Phi''(x_b)|(x-x_b)^2$, so

$$\int_{x_a}^{x_e}e^{\Phi/D}dx\simeq e^{\Phi(x_b)/D}\sqrt{\frac{2\pi D}{|\Phi''(x_b)|}}.$$

In the well $p\simeq p(x_a)\exp[-\Phi''(x_a)(x-x_a)^2/2D]$, and the population is

$$n\simeq p(x_a)\sqrt{\frac{2\pi D}{\Phi''(x_a)}}.$$

The escape rate is the current per unit population. The factors $p(x_a)$ and $D$ cancel:

$$k_{\rm esc}=\frac{J}{n}=\frac{\sqrt{\Phi''(x_a)|\Phi''(x_b)|}}{2\pi}\,e^{-\Delta\Phi/D}.$$

**The prefactor.** Both curvatures have magnitude $2\beta s$, so

$$\boxed{k_{\rm esc}=\nu e^{-b},\qquad \nu=\frac{2\beta s}{2\pi}=\frac{\sqrt{\alpha\beta v}}{\pi}}$$

The square root records critical slowing: the well and the barrier top both flatten as they approach each other, and motion at both becomes slow.

**Corrections to the powers.** The omitted terms in $f$ are smaller by only $v^{1/2}$, but the corrections to $\Delta\Phi$ and $\nu$ are smaller by $v$. To see this, put $v=w^2$ and $y=w\eta$. Dividing $f=0$ by $w^2$ gives $-\alpha+\beta\eta^2+O(w)=0$. Its two roots $\eta_\pm(w)$ are analytic in $w$ and start from $\pm\sqrt{\alpha/\beta}$. Changing $w$ to $-w$ leaves $v$, and hence $f$, unchanged, but exchanges the roots $y_\pm=w\eta_\pm$. The barrier integral between them changes sign, so it contains odd powers of $w$: $w^3,w^5,\ldots$. The product of the two slopes is unchanged, so it contains even powers: $w^2,w^4,\ldots$. Hence

$$\Delta\Phi\propto v^{3/2}[1+O(v)],\qquad \nu\propto v^{1/2}[1+O(v)].$$

A small relative error in the barrier is multiplied by $b$ in the exponent. A good rate from the leading powers thus needs $b\gg1$ and also $b$ times the relative barrier correction to be small. At fixed $D$ this leaves a window of $v$. Since $b\propto v^{3/2}/D$, the lower end scales as $D^{2/3}$; since $b$ times the relative correction scales as $v^{5/2}/D$, the upper end scales as $D^{2/5}$. As the noise becomes weaker both ends move towards threshold, but the ratio of upper to lower end grows.

## Second derivation: the mean passage time

Now keep the quadratic drift but make no assumption about $b$. Let $M(y)$ be the mean time to reach $y=+\infty$ from $y$. After a time $dt$ the remaining mean time is the average of $M$ at the new position:

$$M(y)=dt+M(y)+fM'(y)\,dt+DM''(y)\,dt.$$

Therefore $DM''+fM'=-1$. Multiplying by $e^{-\Phi/D}/D$ turns the left side into a total derivative:

$$\left(e^{-\Phi/D}M'\right)'=-\frac1D e^{-\Phi/D}.$$

The potential is $\Phi=\alpha v y-\beta y^3/3$, which rises to $+\infty$ on the left. No current comes from there, so $e^{-\Phi/D}M'\to0$ as $y\to-\infty$. One integration gives $M'$. A second, with $M(+\infty)=0$, gives the passage time from $-\infty$ to $+\infty$:

$$M=\frac1D\int_{-\infty}^{\infty}dy\int_{-\infty}^{y}dz\;e^{[\Phi(y)-\Phi(z)]/D}.$$

The infinite limits are harmless because the drift grows as $\beta y^2$ and covers the far regions in finite time.

Put $z=y-u$ with $u>0$. Then

$$\begin{aligned}
\Phi(y)-\Phi(y-u)
&=\alpha vu-\frac{\beta}{3}(3y^2u-3yu^2+u^3)\\
&=\alpha vu-\beta u\left(y-\frac u2\right)^2-\frac{\beta u^3}{12}.
\end{aligned}$$

The last term arises from $u^2/3-u^2/4=u^2/12$. The integral over $y$ is Gaussian and equals $\sqrt{\pi D/(\beta u)}$. Thus

$$M=\sqrt{\frac{\pi}{\beta D}}\int_0^\infty\frac{du}{\sqrt u}\,
\exp\left[\frac{\alpha vu-\beta u^3/12}{D}\right].$$

This holds for every $b$ within the quadratic-drift model.

**High barrier.** The exponent is largest where $\alpha v=\beta u^2/4$, at $u=2s$, the distance between the fixed points. Write $u=2s(1+r)$ and $\lambda=2\beta s^3/D=3b/2$. Using $\alpha v=\beta s^2$, the exponent becomes

$$\lambda\left[(1+r)-\frac{(1+r)^3}{3}\right]
=b-\lambda r^2-\frac{\lambda r^3}{3}.$$

To leading order the integral over $r$ is $\sqrt{\pi/\lambda}$, and $du/\sqrt u$ supplies $\sqrt{2s}$:

$$M\simeq\sqrt{\frac{\pi}{\beta D}}\sqrt{2s}\sqrt{\frac{\pi D}{2\beta s^3}}\,e^b
=\frac{\pi}{\beta s}e^b.$$

Its inverse is the rate already found, with the same barrier and prefactor.

The next term shows how large $b$ must be. The even part of the remaining integrand, $(1+r)^{-1/2}e^{-\lambda r^3/3}$, is

$$1+\frac{3r^2}{8}+\frac{\lambda r^4}{6}+\frac{\lambda^2r^6}{18}+\cdots .$$

Under the weight $e^{-\lambda r^2}$ the averages are $\langle r^2\rangle=1/(2\lambda)$, $\langle r^4\rangle=3/(4\lambda^2)$ and $\langle r^6\rangle=15/(8\lambda^3)$. The correction is

$$\frac1\lambda\left(\frac{3}{16}+\frac18+\frac{5}{48}\right)=\frac{5}{12\lambda}=\frac{5}{18b},$$

so

$$M=\frac{\pi}{\beta s}e^b\left[1+\frac{5}{18b}+O(b^{-2})\right].$$

**At threshold.** When $v=0$, put $m=\beta u^3/(12D)$. The integral becomes a gamma function:

$$M_0=\frac13\sqrt{\frac{\pi}{\beta D}}\left(\frac{12D}{\beta}\right)^{1/6}\Gamma\left(\frac16\right).$$

This time is finite. The prefactor $\nu$ vanishes at threshold, but the switching rate does not. Since the integrand for $M$ grows with $v$, the inverse time $1/M$ falls steadily as voltage is held back. The formula $\nu e^{-b}$ instead has a maximum where

$$\frac{d}{dv}\left(\frac12\ln v-b\right)=\frac{1}{2v}-\frac{3b}{2v}=0,$$

that is, at $b=1/3$. This maximum is false: it lies where the high-barrier approximation has failed.

## A threshold switch at a few millivolts

Take a cube of active oxide with edge $L=10$ nm, ambient temperature $T_a=300$ K, thermal resistance $R_{\rm th}=2\times10^7$ K/W and heat capacity $C=2.7\times10^{-18}$ J/K. The thermal time is $\tau=R_{\rm th}C=54$ ps. The model is

$$C\dot T=V^2G_0\exp\left[-\frac{E_0-g\sqrt V}{kT}\right]-\frac{T-T_a}{R_{\rm th}}+\text{noise},$$

with $G_0=0.015$ S and $E_0=0.35$ eV. The term $g\sqrt V$ is the Poole–Frenkel lowering of the activation energy by the field. With relative permittivity 40, $g=\sqrt{q/(\pi\varepsilon_0\varepsilon_rL)}=0.120$ eV per $\sqrt{\rm V}$.

At threshold, heating equals cooling and their temperature slopes are equal. With $\theta=T_c-T_a$ and $E=E_0-g\sqrt{V_c}$, dividing the second condition by the first gives $E/(kT_c^2)=1/\theta$. Solving both conditions gives $V_c=0.7603$ V, $T_c=340.8$ K and $\theta=40.8$ K.

Measure time in units of $\tau$, so that $f$ is the heating power times $R_{\rm th}$, minus $(T-T_a)$. At threshold the heating part equals $\theta$. Its logarithmic derivative with respect to $V$ is $p/V_c$, where $p=2+g\sqrt{V_c}/(2kT_c)=3.78$. Its second temperature derivative is $\theta[1/\theta^2-2/(\theta T_c)]$. Hence

$$\alpha=\frac{p\theta}{V_c}=202.9\ \frac{\rm K}{{\rm V}\,\tau},\qquad
\beta=\frac{1-2\theta/T_c}{2\theta}=0.00932\ \frac{1}{{\rm K}\,\tau}.$$

For the noise, assume that heat exchange alone would give the equilibrium temperature variance $kT_c^2/C$. Without electrical feedback the relaxation rate is $1/\tau$, and the stationary variance in these units is $D$. Thus $D=kT_c^2/C=0.594\ {\rm K}^2/\tau$.

At $v=4$ mV,

$$s=\sqrt{\frac{202.9\times0.004}{0.00932}}\ {\rm K}=9.33\ {\rm K},$$

$$b=\frac{4\beta s^3}{3D}=\frac{10.09}{0.594}=17.0,\qquad
\nu=\frac{\beta s}{\pi\tau}=5.13\times10^8\ {\rm s}^{-1}.$$

The mean wait is $e^b/\nu=47$ ms. The barrier corresponds to an energy $bkT_c=0.50$ eV.

With all other parameters fixed, the leading law gives:

| $v$ (mV) | $b$ | $\nu$ (s$^{-1}$) | wait (s) |
|---:|---:|---:|---:|
| 2 | 6.01 | $3.63\times10^8$ | $1.1\times10^{-6}$ |
| 4 | 17.0 | $5.13\times10^8$ | $4.7\times10^{-2}$ |
| 8 | 48.1 | $7.25\times10^8$ | $1.0\times10^{12}$ |

Each doubling of $v$ multiplies $b$ by $2^{3/2}$ and $\nu$ by only $2^{1/2}$. The exponent controls the delay.

The full nonlinear drift gives local powers of 1.5016 for the barrier and 0.4996 for the prefactor between 0.5 and 1 mV. Their relative corrections double when $v$ doubles, as derived. At 4 mV the full barrier is $b=17.14$, and with the full slopes the wait is 54.5 ms. A separate calculation of the passage time, by hopping on a fine temperature grid with the full drift, gives 55.5 ms. The remaining difference of 1.7% agrees with $5/(18b)=1.6\%$. The leading powers alone give a wait about 15% below the grid value. At 8 mV the full barrier exceeds the leading one by 0.85 in $b$, which lengthens the wait by a factor of about 2.3.

Close to threshold the other limit applies. At $b=1$ the integral for $M$ is 1.21 times its high-barrier form, and a direct simulation of 5000 noisy trajectories agrees with the integral within its statistical error of about 1.4%. At threshold the quadratic drift gives $M_0=7.2$ ns; the full drift, started at ambient temperature, gives 7.0 ns. The false maximum of $\nu e^{-b}$ lies at $v=0.29$ mV.

### Comparison with a real switch

Niobium dioxide threshold switches can also have thresholds near one volt, but the parameters here are round values not fitted to a device, and the small 10 nm cube makes thermal noise strong. The conductivity at threshold is about 350 S/m, but the prefactor $G_0/L=1.5\times10^6$ S/m is as large as the conductivity of a metal, so the conduction law should be read only as a description near threshold. The mean field is 0.76 MV/cm and the current 2.7 µA. The number depends strongly on the assumption that heat exchange is the only noise. Johnson noise of the current, estimated with the conductance taken as $I/V$ and a stiff voltage supply, adds $0.12D$ and shortens the 47 ms wait to 7.8 ms; with the differential conductance at fixed temperature, which is 2.8 times larger here, it would add $0.33D$ and bring the wait below 1 ms. Full shot noise would add $1.55D$ and shorten it to 1.6 µs; correlated hopping may give less. Counting the colder end of the heat link multiplies $D$ by 0.887 and raises $b$ to 19.2. Letting $D$ vary as $T^2$ changes $b$ by only $-0.08$. Small shifts of the operating point matter too: an ambient rise of 0.81 K, or a conductance rise of about 2%, uses up the 4 mV, and a 1 kΩ wire in series raises the supply voltage needed at threshold by 2.7 mV. A memory cell of 10 kΩ in series would raise it by about 30 mV and also weaken the thermal feedback: at 4 mV below the new threshold $b$ would be about 25 instead of 17. The numbers here therefore apply to a fixed voltage across the switch itself. A supply error of 0.1 mV changes the exponential factor by 1.89. Finally, with an assumed thermal conductivity $K=1$ W/(m K), heat diffuses through the cube in $C/(\pi^2KL)=27$ ps when two opposite faces are cooled (109 ps with one face, 9 ps with all six), comparable with $\tau$. The slow relaxation time $\tau/(2\beta s)=310$ ps is longer, which supports the use of one slow variable, but the temperature is far from uniform: with uniform heating and two cooled faces the centre would lie about 25 K above the faces at threshold, against $\theta=41$ K. A single temperature is thus a rough description, and $\alpha$, $\beta$ and $D$ share that roughness. The 47 ms is therefore a result of this model and not a device prediction.

## What each derivation assumes

The first derivation applies to any smooth one-variable drift with a high barrier. The quadratic form enters only when the barrier and curvatures are evaluated, so the full drift can be inserted instead, as was done for the 54.5 ms. It relies on local equilibrium in the well, a nearly constant current and Gaussian integrals, and by itself it does not give the size of the error at finite $b$.

The second derivation needs none of these. It covers the range from a high barrier to no barrier and supplies the correction $5/(18b)$. Its price is the purely quadratic drift, without which the integral over $y$ is not Gaussian. The two errors are separate: one is controlled by $1/b$, the other by $v$. When $b$ is held at 15 by adjusting $D$, the logarithm of the ratio of the full-drift passage time to the quadratic result is 0.133, 0.033 and 0.008 at 4, 1 and 0.25 mV. It falls in proportion to $v$.

Both derivations assume one slow variable and white noise of constant strength. The correlation time of the noise must therefore be much shorter than $1/(2\beta s)$. For an accurate rate it must also be short enough that the relative change it makes in the barrier, multiplied by $b$, remains small. For a particle of mass $m$, neglecting inertia also requires $m/\gamma\ll1/(2\beta s)$. Both conditions become easier to meet as $v\to0$, because the motion slows.

Both also need $\alpha$ and $\beta$ to be nonzero. Suppose instead that the quadratic and cubic terms vanish at threshold and $f=-\alpha v+\kappa y^4$ with $\kappa>0$. The fixed points are at $\pm s_4$, with $s_4=(\alpha v/\kappa)^{1/4}$, and

$$\Delta\Phi=2\alpha vs_4-\frac{2\kappa s_4^5}{5}=\frac85\alpha vs_4\propto v^{5/4},
\qquad \nu=\frac{4\kappa s_4^3}{2\pi}\propto v^{3/4}.$$

The powers three halves and one half thus belong to the ordinary saddle-node, where the drift has a quadratic minimum that moves through zero at a finite rate with voltage. The numerical output below gives the remaining intermediate values.

## Numbers as computed

```
inputs: Ta 300 K, cube edge 10 nm, Rth 2.0e+07 K/W
inputs: heat capacity/volume 2.7e+06 J/(m3 K), kappa 1.0 W/(m K)
inputs: E0 0.35 eV, rel. permittivity 40, G0 0.015 S
heat capacity C = 2.70e-18 J/K
thermal time tau = 54.0 ps
field lowering g = 0.1200 eV per sqrt(V)
threshold Vc = 0.76034 V (direct search 0.76034 V)
merger temperature Tc = 340.79 K, theta = 40.79 K
activation energy at threshold E = 0.2454 eV
current at threshold = 2.68 uA
mean field at threshold = 0.760 MV/cm
power exponent p = 3.782
alpha = 202.86 K/(V tau), beta = 0.009324 1/(K tau)
noise D = 0.5939 K^2/tau
local powers, 0.5 to 1 mV: barrier 1.5016, prefactor 0.4996
correction ratios, 1 mV over 0.5 mV: barrier 2.002, prefactor 2.000
v (mV) | s (K) | b law | b full | prefactor law (1/s) | full (1/s) | wait law (s)
2 | 6.60 | 6.009 | 6.035 | 3.626e+08 | 3.621e+08 | 1.122e-06
4 | 9.33 | 16.995 | 17.144 | 5.127e+08 | 5.115e+08 | 4.687e-02
8 | 13.19 | 48.069 | 48.916 | 7.251e+08 | 7.217e+08 | 1.037e+12
4 mV: stable point 332.25 K, saddle 351.00 K
4 mV: barrier = 10.093 K^2/tau; b*k*Tc = 0.499 eV
4 mV mean wait: power laws 46.87 ms, full barrier and slopes 54.52 ms
4 mV mean wait: hopping chain, full model 55.47 ms
4 mV: 5/(18 b) = 0.0163
b times relative excess of passage time at b = 80: 0.2818 (5/18 = 0.2778)
fixed b = 15, ln(chain/cubic) at 4, 1, 0.25 mV: 0.13344, 0.03318, 0.00828
b = 1 simulation/integral = 1.011
b = 1 integral/asymptotic time = 1.211
mean passage time at threshold = 7.216 ns
false maximum of asymptotic rate at v = 0.291 mV
neglected effects, all at 4 mV:
Johnson noise adds 0.120 D: b = 15.18, wait 7.772 ms
full shot noise adds 1.55 D: b = 6.67, wait 1.613 us
cold end of heat link: D times 0.887, b = 19.15
noise varying as T^2: b changes by -0.083
ambient drift: dVc/dTa = -4.93 mV/K; v used up by 0.81 K
drop across a 1 kohm wire = 2.68 mV
relative conductance rise that uses up v = 1.99 %
supply error of 0.1 mV changes the rate by a factor 1.89
heat diffusion time 27.4 ps; slow relaxation time 310 ps
```
